# Cross-validated linear memory capacity of a simulated spin-torque reservoir: a numerical check

```python
"""Linear memory capacity of a simulated spin-torque reservoir.

Result under test: for delayed input y = u[n-k] and linear readout yhat,
the score mean(2*y*yhat - yhat^2)/var(u) has expectation above the true
capacity when fitted and scored on the same rows, and below it when scored
on independent records. The linearized oscillator has total capacity
2 - trace(inv(signal + noise) @ noise), whatever the number of nodes.

Symbols: m = z component of the unit magnetization, q = its fixed point,
lam = relaxation scale (1/s), D = thermal diffusion rate (1/s),
B_M = easy-plane field (T), B_s = spin-torque field (T), u = input,
eps = relative drive modulation, hold = duration of one input (s).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp

rng = np.random.default_rng(12345)
gamma = sc.physical_constants["electron gyromag. ratio"][0]

# Chosen device and drive parameters (SI)
alpha, B_M, M_s = 0.01, 0.5, 1.0e6
diameter, thickness, temperature = 100e-9, 2e-9, 300.0
q0, eps, hold = 0.5, 0.4, 1e-9
polarization, RA, barrier = 0.6, 2e-12, 1e-9
stiffness, kappa_oxide = 1.5e-11, 1.4
N_NODES, WASHOUT, ROWS, K_MAX = 40, 20, 40, 20
VAR_U = 1.0 / 3.0

radius = diameter / 2
area = np.pi * radius**2
moment = M_s * area * thickness
lam = alpha * gamma * B_M / (1 + alpha**2)
D = alpha * gamma * sc.k * temperature / ((1 + alpha**2) * moment)
v_thermal = D / lam
relax = lam * (1 - q0**2)
a_hold = np.exp(-relax * hold)

# ---- Scalar equation against the implicit Gilbert equation in 3D ----
z_axis = np.array([0.0, 0.0, 1.0])


def gilbert_rhs(t, m, q):
    field = np.array([0.0, 0.0, -B_M * m[2]])
    torque = -gamma * np.cross(m, field)
    torque += gamma * q * alpha * B_M * np.cross(m, np.cross(z_axis, m))
    m_cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    return np.linalg.solve(np.eye(3) - alpha * m_cross, torque)


def scalar_rhs(t, m, q):
    return lam * (1 - m**2) * (q - m)


vec = np.array([np.sqrt(1 - 0.2**2), 0.0, 0.2])
sca = np.array([0.2])
reduction_error = 0.0
for u_test in (0.9, -0.8, 0.3):
    q_test = q0 * (1 + eps * u_test)
    opts = dict(args=(q_test,), method="DOP853", rtol=1e-9, atol=1e-11)
    vec = solve_ivp(gilbert_rhs, (0, hold), vec, **opts).y[:, -1]
    sca = solve_ivp(scalar_rhs, (0, hold), sca, **opts).y[:, -1]
    reduction_error = max(reduction_error, abs(vec[2] - sca[0]))
assert reduction_error < 1e-6


# ---- Thermal variance from a 3D stochastic ensemble ----
def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def explicit_rhs(m, thermal_field):
    w = -thermal_field
    w[2] += B_M * m[2]
    B_s = alpha * B_M * q0
    w[0] -= B_s * m[1]
    w[1] += B_s * m[0]
    torque = gamma * cross(m, w)
    return (torque + alpha * cross(m, torque)) / (1 + alpha**2)


n_spins, dt3 = 3000, 1e-12
spins = np.zeros((3, n_spins))
spins[0], spins[2] = np.sqrt(1 - q0**2), q0
field_std = np.sqrt(2 * alpha * sc.k * temperature / (gamma * moment * dt3))
for _ in range(4000):
    b_th = field_std * rng.standard_normal((3, n_spins))
    k1 = explicit_rhs(spins, b_th)
    k2 = explicit_rhs(spins + dt3 * k1, b_th)
    spins = spins + 0.5 * dt3 * (k1 + k2)
    spins /= np.sqrt((spins**2).sum(0))
mean_3d, var_3d = spins[2].mean(), spins[2].var()
assert abs(mean_3d - q0) < 0.003
# relative sampling error of the variance is about 2.6 percent
assert abs(var_3d / v_thermal - 1) < 0.10


# ---- Reservoir simulation: many independent records in parallel ----
def simulate(n_records, modulation, diffusion, substeps=2):
    n_inputs = WASHOUT + ROWS
    u = rng.uniform(-1, 1, (n_inputs, n_records))
    dt = hold / (N_NODES * substeps)
    m = np.full(n_records, q0)
    nodes = np.empty((ROWS, N_NODES, n_records))

    def drift(x, q):
        return lam * (1 - x * x) * (q - x) - 2 * diffusion * x

    for n in range(n_inputs):
        q = q0 * (1 + modulation * u[n])
        for j in range(N_NODES):
            for _ in range(substeps):
                kick = np.sqrt(2 * diffusion * dt * (1 - m * m))
                kick = kick * rng.standard_normal(n_records)
                f1 = drift(m, q)
                f2 = drift(m + f1 * dt + kick, q)
                m = m + 0.5 * (f1 + f2) * dt + kick
            if n >= WASHOUT:
                nodes[n - WASHOUT, j] = m
    X = np.ascontiguousarray(nodes.transpose(2, 0, 1))
    X = (X - q0) / (q0 * modulation)
    Y = np.stack([u[WASHOUT - k:WASHOUT - k + ROWS].T
                  for k in range(K_MAX + 1)], axis=-1)
    return X, Y


def features(X, n):
    step = N_NODES // n
    chosen = X[:, :, step - 1::step]
    return np.concatenate([np.ones(X.shape[:2] + (1,)), chosen], axis=2)


def flat(A):
    return A.reshape(-1, A.shape[-1])


def gain(Y, P):
    return (2 * Y * P - P * P).sum(axis=-2) / VAR_U


def reference(F, Y):
    """Large-sample capacity per delay: upper and lower estimates."""
    half = len(F) // 2
    parts = [(flat(F[:half]), flat(Y[:half])), (flat(F[half:]), flat(Y[half:]))]
    gram = [x.T @ x for x, y in parts]
    proj = [x.T @ y for x, y in parts]
    w_all = np.linalg.solve(gram[0] + gram[1], proj[0] + proj[1])
    w = [np.linalg.solve(g, c) for g, c in zip(gram, proj)]
    total = len(F) * ROWS
    upper = sum(gain(y, x @ w_all) for x, y in parts) / total
    lower = sum(gain(parts[i][1], parts[i][0] @ w[1 - i])
                for i in range(2)) / total
    return upper, lower


# ---- Linear theory: two channels, and full node covariance ----
def two_channel(n, S, v):
    b = a_hold ** (1 / n)
    R = v * (1 + b) / ((n - 1) * (1 - b))
    S_h = S * (1 - a_hold) / (1 + a_hold)
    signal = np.array([[S, (1 - b) * S],
                       [(1 - b) * S, (1 - b)**2 * S + b * b * S_h]])
    noise = np.diag([R, v])
    inverse = np.linalg.inv(signal + noise)
    total = 2 - np.trace(inverse @ noise)
    c0 = np.array([S, (1 - b) * S])
    per_delay = [c0 @ inverse @ c0 / S]
    for k in range(1, K_MAX + 1):
        c = b * (1 - a_hold) * a_hold**(k - 1) * S
        per_delay.append(c * c * inverse[1, 1] / S)
    return total, np.array(per_delay)


def full_covariance_total(n, S, v, readout_var=0.0):
    b = a_hold ** (1 / n)
    j = np.arange(1, n + 1)
    S_h = S * (1 - a_hold) / (1 + a_hold)
    signal = S * np.outer(1 - b**j, 1 - b**j) + S_h * np.outer(b**j, b**j)
    noise = v * b ** np.abs(j[:, None] - j) + readout_var * np.eye(n)
    return np.trace(np.linalg.solve(signal + noise, signal))


S_signal = (q0 * eps)**2 * VAR_U
node_counts = (2, 10, 40)
theory = {n: two_channel(n, S_signal, v_thermal) for n in node_counts}
for n in node_counts:
    full = full_covariance_total(n, S_signal, v_thermal)
    assert abs(full - theory[n][0]) < 1e-8
    assert abs(theory[n][1].sum() - theory[n][0]) < 1e-6

# Small signal at equal signal-to-noise ratio: linear theory must hold
X_s, Y_s = simulate(3000, 0.1 * eps, 0.01 * D)
small = {}
for n in node_counts:
    up, low = reference(features(X_s, n), Y_s)
    mid = 0.5 * (up + low)
    small[n] = mid.sum()
    assert abs(small[n] - theory[n][0]) < 0.03
    assert np.max(np.abs(mid - theory[n][1])) < 0.02
del X_s, Y_s

# ---- Working drive: large reference and repeated small data sets ----
N_RECORDS, PER_SET, N_SETS = 3000, 10, 50
X, Y = simulate(N_RECORDS, eps, D)
Y_surrogate = np.roll(Y, N_RECORDS // 2, axis=0)
penalties = np.logspace(-5, 1, 9)


def ridge_weights(F, T):
    x, y = flat(F), flat(T)
    w, V = np.linalg.eigh(x.T @ x)
    c = V.T @ (x.T @ y)
    W = V @ (c[None] / (w[None, :, None] + len(x) * penalties[:, None, None]))
    return np.concatenate([W, np.zeros((1,) + W.shape[1:])])


def evaluate(F, T):
    """In-sample, cross-validated OLS, nested ridge, OLS null formula."""
    rows = F.shape[0] * F.shape[1]
    x, y = flat(F), flat(T)
    inside = gain(y, x @ np.linalg.lstsq(x, y, rcond=None)[0])
    ols = np.zeros(T.shape[-1])
    nested = np.zeros(T.shape[-1])
    leak = 0.0
    records = np.arange(PER_SET)
    for f in range(5):
        test = records[2 * f:2 * f + 2]
        train = np.setdiff1d(records, test)
        inner = 0.0
        for g in range(4):
            val = train[2 * g:2 * g + 2]
            fit = np.setdiff1d(train, val)
            W = ridge_weights(F[fit], T[fit])
            inner = inner + gain(flat(T[val]), flat(F[val]) @ W)
        best = np.argmax(inner, axis=0)
        W = ridge_weights(F[train], T[train])
        chosen = W[best, :, np.arange(T.shape[-1])].T
        x_te, y_te = flat(F[test]), flat(T[test])
        nested += gain(y_te, x_te @ chosen)
        hat = x_te @ np.linalg.pinv(flat(F[train]))
        ols += gain(y_te, hat @ flat(T[train]))
        leak += (hat**2).sum()
    return inside / rows, ols / rows, nested / rows, -leak / rows


n_del = K_MAX + 1
M_rows = PER_SET * ROWS
ref, scores, nulls, null_formula = {}, {}, {}, {}
for n in node_counts:
    F = features(X, n)
    up, low = reference(F, Y)
    assert 0 <= up.sum() - low.sum() < 0.05
    ref[n] = 0.5 * (up + low)
    real, fake, leaks = [], [], []
    for s in range(N_SETS):
        part = slice(s * PER_SET, (s + 1) * PER_SET)
        T = np.concatenate([Y[part], Y_surrogate[part]], axis=2)
        out = evaluate(F[part], T)
        real.append([r[:n_del] for r in out[:3]])
        fake.append([r[n_del:].sum() for r in out[:3]])
        leaks.append(n_del * out[3])
    scores[n], nulls[n] = np.array(real), np.array(fake)
    null_formula[n] = np.array(leaks)
    totals = scores[n].sum(axis=2)
    se = totals.std(axis=0, ddof=1) / np.sqrt(N_SETS)
    assert totals[:, 0].mean() > ref[n].sum()
    assert totals[:, 1].mean() < ref[n].sum() + 3 * se[1]
    assert totals[:, 2].mean() < ref[n].sum() + 3 * se[2]
    null_se = nulls[n].std(axis=0, ddof=1) / np.sqrt(N_SETS)
    floor = n_del * (n + 1) / M_rows
    assert abs(nulls[n][:, 0].mean() - floor) < 4 * null_se[0]
    diff = nulls[n][:, 1] - null_formula[n]
    assert abs(diff.mean()) < 4 * diff.std(ddof=1) / np.sqrt(N_SETS)
    assert nulls[n][:, 2].mean() < 3 * null_se[2]
tot40 = scores[40].sum(axis=2)
assert tot40[:, 2].mean() > tot40[:, 1].mean()

# ---- Sizes of neglected effects ----
B_s0 = alpha * B_M * q0
J0 = 2 * sc.e * M_s * thickness * B_s0 / (sc.hbar * polarization)
V0, I0 = J0 * RA, J0 * area
bandwidth = N_NODES / (2 * hold)
S_I = 2 * sc.e * I0 / np.tanh(sc.e * V0 / (2 * sc.k * temperature))
readout_std = np.sqrt(S_I * bandwidth) / I0 / polarization**2
MC_readout = full_covariance_total(40, S_signal, v_thermal, readout_std**2)
heating = I0 * V0 / (4 * kappa_oxide * radius)
MC_hot = two_channel(40, S_signal, v_thermal * (1 + heating / temperature))[0]
B_oersted = sc.mu_0 * J0 * radius / 2
ripple = B_oersted * np.sqrt(1 - q0**2) / (B_M * q0)
torque_change = polarization**2 * q0 * eps / (1 + polarization**2 * q0)
B_exchange = 2 * stiffness * (1.841 / radius)**2 / M_s
frequency = gamma * (B_M * q0 + alpha * B_s0) / (2 * np.pi * (1 + alpha**2))

print(f"alpha {alpha}, B_M {B_M} T, M_s {M_s/1e3:.0f} kA/m, T {temperature:.0f} K")
print(f"diameter {diameter*1e9:.0f} nm, thickness {thickness*1e9:.0f} nm")
print(f"q0 {q0}, eps {eps}, hold {hold*1e9:.1f} ns, polarization {polarization}")
print(f"RA {RA*1e12:.1f} ohm um2, barrier {barrier*1e9:.1f} nm")
print(f"washout {WASHOUT} inputs, delays 0 to {K_MAX}, rows per set {M_rows}")
print(f"records per set {PER_SET}, sets {N_SETS}, reference rows {N_RECORDS*ROWS}")
print(f"lambda {lam*1e-9:.4f} 1/ns, Gamma {relax*1e-9:.4f} 1/ns")
print(f"relaxation time {1e9/relax:.3f} ns, a = exp(-Gamma hold) {a_hold:.4f}")
print(f"precession frequency {frequency*1e-9:.2f} GHz")
print(f"D {D*1e-9:.3e} 1/ns, thermal variance of m {v_thermal:.3e}")
print(f"thermal std of m {np.sqrt(v_thermal):.4f}, drive variance S {S_signal:.5f}")
print(f"3D minus scalar m, largest difference {reduction_error:.1e}")
print(f"3D thermal ensemble: mean m {mean_3d:.4f}, variance {var_3d:.3e}")
for n in node_counts:
    t = scores[n].sum(axis=2)
    e = t.std(axis=0, ddof=1) / np.sqrt(N_SETS)
    print(f"N={n}: MC linear theory {theory[n][0]:.3f}, small-signal run {small[n]:.3f}")
    print(f"N={n}: MC reference at working drive {ref[n].sum():.3f}")
    print(f"N={n}: mean MC in-sample {t[:,0].mean():.3f} +- {e[0]:.3f}")
    print(f"N={n}: mean MC OLS cross-validated {t[:,1].mean():.3f} +- {e[1]:.3f}")
    print(f"N={n}: mean MC nested ridge {t[:,2].mean():.3f} +- {e[2]:.3f}")
    print(f"N={n}: surrogate in-sample {nulls[n][:,0].mean():.3f},"
          f" formula {n_del*(n+1)/M_rows:.3f}")
    print(f"N={n}: surrogate OLS CV {nulls[n][:,1].mean():.3f},"
          f" formula {null_formula[n].mean():.3f}")
    print(f"N={n}: surrogate nested ridge {nulls[n][:,2].mean():.4f}")
print("N=40 by delay: theory, reference, in-sample, nested ridge")
for k in range(6):
    print(f"k={k}: {theory[40][1][k]:.4f} {ref[40][k]:.4f}"
          f" {scores[40][:,0,k].mean():.4f} {scores[40][:,2,k].mean():.4f}")
tail = scores[40][:, :, 10:].mean(axis=(0, 2))
print(f"N=40 mean per delay, k=10-20: in-sample {tail[0]:.4f}, nested {tail[2]:.4f}")
print(f"first set, N=40: in-sample {tot40[0,0]:.3f}, nested {tot40[0,2]:.3f}")
print(f"set-to-set std of nested MC, N=40: {tot40[:,2].std(ddof=1):.3f}")
print(f"J0 {J0*1e-10:.3f} MA/cm2, V0 {V0*1e3:.1f} mV, I0 {I0*1e6:.1f} uA")
print(f"peak barrier field {V0*(1+eps)/barrier*1e-8:.3f} MV/cm")
print(f"electrical noise as std of m {readout_std:.4f}, linear MC {MC_readout:.3f}")
print(f"oxide-only heating {heating:.1f} K, linear MC when hot {MC_hot:.3f}")
print(f"Oersted edge field {B_oersted*1e3:.3f} mT, ripple bound of m {ripple:.4f}")
print(f"torque change if current driven {100*torque_change:.1f} percent")
print(f"exchange field of first nonuniform mode {B_exchange*1e3:.1f} mT")
print("verified")
```

Printed output:

```
alpha 0.01, B_M 0.5 T, M_s 1000 kA/m, T 300 K
diameter 100 nm, thickness 2 nm
q0 0.5, eps 0.4, hold 1.0 ns, polarization 0.6
RA 2.0 ohm um2, barrier 1.0 nm
washout 20 inputs, delays 0 to 20, rows per set 400
records per set 10, sets 50, reference rows 120000
lambda 0.8803 1/ns, Gamma 0.6603 1/ns
relaxation time 1.515 ns, a = exp(-Gamma hold) 0.5167
precession frequency 7.01 GHz
D 4.643e-04 1/ns, thermal variance of m 5.274e-04
thermal std of m 0.0230, drive variance S 0.01333
3D minus scalar m, largest difference 1.9e-10
3D thermal ensemble: mean m 0.5003, variance 5.216e-04
N=2: MC linear theory 1.569, small-signal run 1.565
N=2: MC reference at working drive 1.569
N=2: mean MC in-sample 1.684 +- 0.015
N=2: mean MC OLS cross-validated 1.370 +- 0.016
N=2: mean MC nested ridge 1.466 +- 0.014
N=2: surrogate in-sample 0.178, formula 0.158
N=2: surrogate OLS CV -0.183, formula -0.200
N=2: surrogate nested ridge -0.0682
N=10: MC linear theory 1.757, small-signal run 1.754
N=10: MC reference at working drive 1.758
N=10: mean MC in-sample 2.251 +- 0.018
N=10: mean MC OLS cross-validated 1.047 +- 0.017
N=10: mean MC nested ridge 1.624 +- 0.014
N=10: surrogate in-sample 0.608, formula 0.578
N=10: surrogate OLS CV -0.724, formula -0.751
N=10: surrogate nested ridge -0.1003
N=40: MC linear theory 1.777, small-signal run 1.771
N=40: MC reference at working drive 1.775
N=40: mean MC in-sample 3.710 +- 0.026
N=40: mean MC OLS cross-validated -1.095 +- 0.030
N=40: mean MC nested ridge 1.640 +- 0.014
N=40: surrogate in-sample 2.184, formula 2.152
N=40: surrogate OLS CV -3.095, formula -3.099
N=40: surrogate nested ridge -0.1044
N=40 by delay: theory, reference, in-sample, nested ridge
k=0: 0.8906 0.8883 0.8906 0.8736
k=1: 0.6496 0.6475 0.6749 0.6295
k=2: 0.1734 0.1741 0.2584 0.1664
k=3: 0.0463 0.0483 0.1507 0.0362
k=4: 0.0124 0.0134 0.1128 0.0004
k=5: 0.0033 0.0038 0.1054 -0.0049
N=40 mean per delay, k=10-20: in-sample 0.1014, nested -0.0041
first set, N=40: in-sample 3.768, nested 1.748
set-to-set std of nested MC, N=40: 0.099
J0 2.532 MA/cm2, V0 50.6 mV, I0 198.9 uA
peak barrier field 0.709 MV/cm
electrical noise as std of m 0.0182, linear MC 1.737
oxide-only heating 36.0 K, linear MC when hot 1.753
Oersted edge field 0.795 mT, ripple bound of m 0.0028
torque change if current driven 6.1 percent
exchange field of first nonuniform mode 40.7 mT
verified
```
